# Small-component norm of hydrogenic 1s from the Dirac virial theorem: test program

```python
"""
Result under test: for a Dirac electron bound by V = -Z/r the norm of the
small (lower) component is N_S = (1 - E/c^2)/2, which for 1s becomes
N_S = (1 - gamma)/2 with gamma = sqrt(1 - (Z/c)^2).

Symbols (Hartree atomic units, electron mass 1):
  c      speed of light = 1/fine-structure constant
  E      total energy including the rest energy c^2;  eps = E - c^2
  P, Q   radial large and small components, integral of P^2 + Q^2 over r is 1
  w      ratio Q/P;  kappa = -1 for s1/2, kappa = -2 for p3/2
  t      ln r
The solver integrates w and ln P from both ends for any central potential
and matches w in the middle. It does not use the closed-form solutions.
It handles the states without radial nodes, for which n = -kappa.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

alpha = constants.fine_structure
c = 1.0 / alpha
hartree_ev = constants.value("Hartree energy in eV")
bohr_fm = constants.value("Bohr radius") * 1e15


def integrate(eps, potential, kappa, t_span, w_start, t_eval=None):
    """Integrate w = Q/P and ln P along t = ln r."""
    def slope(t, y):
        r = math.exp(t)
        v = float(potential(r))
        w = y[0]
        upper = (eps - v) * r / c
        lower = (eps + 2 * c**2 - v) * r / c
        return [2 * kappa * w - upper - lower * w * w, -kappa + lower * w]
    step = np.inf if t_eval is None else 0.1
    sol = solve_ivp(slope, t_span, [w_start, 0.0], method="DOP853",
                    rtol=1e-11, atol=1e-13, t_eval=t_eval, max_step=step)
    assert sol.success
    return sol.y


def mean_values(r, P, Q, potential, kappa):
    """Weights and mean values by quadrature on a logarithmic grid."""
    t = np.log(r)
    v = potential(r)
    P_t = CubicSpline(t, P)(t, 1)
    Q_t = CubicSpline(t, Q)(t, 1)
    r_dv = CubicSpline(t, v)(t, 1)          # r dV/dr = dV/dt
    density = (P**2 + Q**2) * r
    return {
        "large": trapezoid(P**2 * r, t),
        "small": trapezoid(Q**2 * r, t),
        "kinetic": c * trapezoid(Q * P_t - P * Q_t + 2 * kappa * P * Q, t),
        "V": trapezoid(density * v, t),
        "rdV": trapezoid(density * r_dv, t),
    }


def mean_energy(m):
    return m["kinetic"] + c**2 * (m["large"] - m["small"]) + m["V"]


def bound_state(Z, potential, kappa=-1):
    """Lowest state of given kappa, found by matching w at r = n^2/Z."""
    n = -kappa
    t = np.linspace(math.log(1e-9 / Z), math.log(35.0 * n / Z), 6001)
    mid = int(np.argmin(abs(t - math.log(n**2 / Z))))

    def w_far(eps):
        return -math.sqrt(-eps / (eps + 2 * c**2))

    def mismatch(eps):
        out = integrate(eps, potential, kappa, (t[0], t[mid]), 0.0)
        inn = integrate(eps, potential, kappa, (t[-1], t[mid]), w_far(eps))
        return out[0, -1] - inn[0, -1]

    scale = Z**2 / (2.0 * n**2)
    eps = brentq(mismatch, -1.2 * scale, -0.85 * scale,
                 xtol=1e-12 * Z**2, rtol=1e-13)
    out = integrate(eps, potential, kappa, (t[0], t[mid]), 0.0, t[:mid + 1])
    inn = integrate(eps, potential, kappa, (t[-1], t[mid]), w_far(eps),
                    t[mid:][::-1])[:, ::-1]
    w = np.concatenate([out[0], inn[0, 1:]])
    log_P = np.concatenate([out[1], inn[1, 1:] - inn[1, 0] + out[1, -1]])
    r = np.exp(t)
    P = np.exp(log_P - log_P.max())
    P /= math.sqrt(trapezoid(P**2 * (1 + w**2) * r, t))
    Q = w * P
    result = mean_values(r, P, Q, potential, kappa)
    result.update(eps=eps, r=r, P=P, Q=Q, w=w)
    return result


def point(Z):
    return lambda r: -Z / r


def close(a, b, rel=1e-6):
    return math.isclose(a, b, rel_tol=rel)


# --- Point nucleus: virial theorem, energy, constant ratio and norm ---------
states = {}
for Z in (1, 10, 45, 74, 83):
    s = states[Z] = bound_state(Z, point(Z))
    gamma = math.sqrt(1 - (Z * alpha)**2)
    assert close(s["kinetic"], -s["V"])
    assert close(s["V"], -Z**2 / gamma)
    assert close(s["eps"], c**2 * (gamma - 1))
    assert close(s["small"], -s["eps"] / (2 * c**2))
    assert close(s["small"], (1 - gamma) / 2)
    settled = s["r"] > 1e-4 / Z
    ratio_formula = -Z * alpha / (1 + gamma)
    assert np.max(abs(s["w"][settled] - ratio_formula)) < 1e-7

# The norm-energy relation is not special to 1s: 2p3/2 of the same ion.
p_state = bound_state(74, point(74), kappa=-2)
assert close(p_state["kinetic"], -p_state["V"])
assert close(p_state["small"], -p_state["eps"] / (2 * c**2))

# Weak coupling: the correction to (Z/c)^2/4 is (Z/c)^4/16.
x = (10 * alpha)**2
assert abs((states[10]["small"] - x / 4) / (x**2 / 16) - 1) < 0.01

# A twofold contraction leaves the mean energy unchanged.
W = states[74]
squeezed = mean_values(W["r"] / 2, math.sqrt(2) * W["P"],
                       math.sqrt(2) * W["Q"], point(74), -1)
E_W = W["eps"] + c**2
assert close(mean_energy(W), E_W)
assert close(mean_energy(squeezed), E_W)
assert close(squeezed["kinetic"], 2 * W["kinetic"])

# --- Effects left out of the point-nucleus, one-electron model --------------
Z = 74
mass_number = 184
radius_fm = 1.2 * mass_number**(1 / 3)      # rough rule for a uniform sphere
R = radius_fm / bohr_fm


def sphere(r):
    return np.where(r < R, -Z / (2 * R) * (3 - (r / R)**2), -Z / r)


# Thomas-Fermi length, and Tietz parameter fixed by the total electron number
tf_length = 0.5 * (3 * math.pi / 4)**(2 / 3) * Z**(-1 / 3)
k_screen = (math.pi / 8)**(2 / 3) / tf_length


def screened(r):
    return -Z / (r * (1 + k_screen * r)**2)


nucleus = bound_state(Z, sphere)
neutral = bound_state(Z, screened)
for s in (nucleus, neutral):
    assert close(s["kinetic"], s["rdV"])
    E_total = s["eps"] + c**2
    general = 0.5 * (1 - (E_total - s["V"] - s["rdV"]) / c**2)
    assert abs(s["small"] - general) < 1e-6
    assert abs(s["small"] - W["small"]) < 0.002
naive = -neutral["eps"] / (2 * c**2)
assert neutral["small"] - naive > 0.005     # Coulomb formula fails here

mass_ratio = constants.m_e / (mass_number * constants.atomic_mass)
qed_scale = alpha / math.pi * (Z * alpha)**4 * c**2

# --- Printed numbers ----------------------------------------------------------
gamma_W = math.sqrt(1 - (Z * alpha)**2)
Rh = states[45]
print(f"speed of light c: {c:.6f} a.u.")
print(f"rest energy c^2: {c**2:.3f} hartree")
print("One-electron tungsten, Z = 74, point nucleus, 1s")
print(f"Z/c: {Z * alpha:.6f}")
print(f"(Z/c)^2: {(Z * alpha)**2:.6f}")
print(f"gamma: {gamma_W:.6f}")
print(f"N_S from formula (1-gamma)/2: {50 * (1 - gamma_W):.4f} %")
print(f"N_S from numerical spinor: {100 * W['small']:.4f} %")
print(f"N_L from numerical spinor: {100 * W['large']:.4f} %")
print(f"ratio Q/P from numerical spinor: {np.median(W['w']):.6f}")
print(f"total energy E, numerical: {E_W:.3f} hartree")
print(f"binding energy c^2-E, numerical: {-W['eps']:.3f} hartree")
print(f"binding energy, converted: {-W['eps'] * hartree_ev / 1e3:.3f} keV")
print(f"mean c alpha.p: {W['kinetic']:.3f} hartree")
print(f"mean V: {W['V']:.3f} hartree")
print(f"mean beta c^2: {c**2 * (W['large'] - W['small']):.3f} hartree")
print(f"mean energy after twofold contraction: "
      f"{mean_energy(squeezed):.3f} hartree")
print(f"N_S leading term (Z/c)^2/4: {25 * (Z * alpha)**2:.4f} %")
print(f"N_S next term (Z/c)^4/16: {100 * (Z * alpha)**4 / 16:.4f} %")
print(f"N_S of 2p3/2, numerical: {100 * p_state['small']:.4f} %")
print("One-electron rhodium, Z = 45, 1s")
print(f"Z/c: {45 * alpha:.6f}")
print(f"N_S, numerical: {100 * Rh['small']:.4f} %")
print(f"N_S leading term: {25 * (45 * alpha)**2:.4f} %")
print("Neglected effects for tungsten 1s")
print(f"rough nuclear sphere radius: {radius_fm:.2f} fm")
print(f"N_S with finite nucleus: {100 * nucleus['small']:.4f} %")
print(f"binding loss from finite nucleus: "
      f"{nucleus['eps'] - W['eps']:.3f} hartree")
print(f"electron/nucleus mass ratio: {mass_ratio:.2e}")
print(f"radiative energy scale, order only: {qed_scale:.1f} hartree")
print(f"radiative scale over 2c^2: {100 * qed_scale / (2 * c**2):.3f} %")
print("Tietz screened potential, neutral atom, rough")
print(f"1s binding energy: {-neutral['eps']:.1f} hartree")
print(f"mean of V + r dV/dr: {neutral['V'] + neutral['rdV']:.1f} hartree")
print(f"N_S from numerical spinor: {100 * neutral['small']:.3f} %")
print(f"N_S if Coulomb formula is misused: {100 * naive:.3f} %")
print("all assertions hold")
```

Running it gives:

```
speed of light c: 137.035999 a.u.
rest energy c^2: 18778.865 hartree
One-electron tungsten, Z = 74, point nucleus, 1s
Z/c: 0.540004
(Z/c)^2: 0.291604
gamma: 0.841662
N_S from formula (1-gamma)/2: 7.9169 %
N_S from numerical spinor: 7.9169 %
N_L from numerical spinor: 92.0831 %
ratio Q/P from numerical spinor: -0.293216
total energy E, numerical: 15805.465 hartree
binding energy c^2-E, numerical: 2973.401 hartree
binding energy, converted: 80.910 keV
mean c alpha.p: 6506.172 hartree
mean V: -6506.172 hartree
mean beta c^2: 15805.465 hartree
mean energy after twofold contraction: 15805.465 hartree
N_S leading term (Z/c)^2/4: 7.2901 %
N_S next term (Z/c)^4/16: 0.5315 %
N_S of 2p3/2, numerical: 1.8570 %
One-electron rhodium, Z = 45, 1s
Z/c: 0.328381
N_S, numerical: 2.7727 %
N_S leading term: 2.6958 %
Neglected effects for tungsten 1s
rough nuclear sphere radius: 6.83 fm
N_S with finite nucleus: 7.9094 %
binding loss from finite nucleus: 1.058 hartree
electron/nucleus mass ratio: 2.98e-06
radiative energy scale, order only: 3.7 hartree
radiative scale over 2c^2: 0.010 %
Tietz screened potential, neutral atom, rough
1s binding energy: 2621.1 hartree
mean of V + r dV/dr: 329.9 hartree
N_S from numerical spinor: 7.857 %
N_S if Coulomb formula is misused: 6.979 %
all assertions hold
```
